\section*{Separating the sublattice contribution to germanium's L-valley deformation potential}

\section{A crystal squeezed along one of its valleys}

The conduction electrons of germanium sit in four equivalent valleys, at the L points of the Brillouin zone. Compression along [111] makes the valley on that axis different from the other three. Electrons move towards the lower valley, and the conductivity changes because the valley masses are anisotropic.

Two things happen to the atoms. The cell changes shape, and the two face-centred sublattices shift relative to each other, because symmetry does not hold them in place under this strain. How much of the valley shift comes from this second motion? A static stress experiment sees the sum. A tight-binding calculation can clamp the sublattices, release them, and subtract.

For a unit vector $\hat k$ along a valley and a small symmetric strain tensor $\varepsilon$,
\begin{equation}
\delta E=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\hat k\cdot\varepsilon\cdot\hat k .
\label{eq:def}
\end{equation}
There are two constants because the tensor multiplying $\varepsilon$ must be unchanged by the threefold rotation about $\hat k$. A symmetric tensor with that property is a combination of the unit tensor and $\hat k\hat k$. To isolate $\Xi_u$, take zero diagonal strain and
\begin{equation}
\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=x/2 .
\label{eq:strain}
\end{equation}
These are tensor components, not engineering shears. For $\hat k=\hat n=(1,1,1)/\sqrt3$ the six off-diagonal entries give $\hat k\cdot\varepsilon\cdot\hat k=6(x/2)/3=x$. For $(-1,1,1)/\sqrt3$ they give $2(x/2)(-1-1+1)/3=-x/3$, and likewise for the other two valleys. Hence $\Xi_u=dE/dx$ for the [111] valley.

\section{How the bonds move}

Let $a$ be the cubic lattice constant, $d_0=\sqrt3a/4$ the bond length, and let bonds run from atom 1 to atom 2. One bond lies along $\hat n$; the other three make an angle with cosine $c=-1/3$ to it. A strained bond is
\begin{equation}
\mathbf r'=(1+\varepsilon)\mathbf r+\mathbf u,\qquad
\mathbf u=-\tfrac{\zeta a}{2}(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy})=-\zeta x d_0\hat n .
\label{eq:u}
\end{equation}
The last form holds for strain \eqref{eq:strain}: the vector has length $\zeta(a/2)(x/2)\sqrt3=\zeta xd_0$. Here $\zeta$ is Kleinman's parameter, and $\zeta=0$ means clamped sublattices.

The strain stretches lengths along $\hat n$ by $1+x$ and transverse lengths by $1-x/2$. In units of $d_0$ the axial bond becomes $1+x(1-\zeta)$. Each other bond has components
\begin{equation}
r_\parallel=-\tfrac13(1+x)-\zeta x,\qquad r_\perp=\tfrac{2\sqrt2}{3}\left(1-\tfrac x2\right).
\end{equation}
To first order its length and cosine change by
\begin{align}
\delta\ell&=-\tfrac13\left(-\tfrac x3-\zeta x\right)+\tfrac89\left(-\tfrac x2\right)=-\tfrac x3(1-\zeta),\\
\delta c&=\delta r_\parallel+\tfrac13\delta\ell=-\tfrac{4x}{9}(1+2\zeta).
\label{eq:geom}
\end{align}
Internal displacement therefore relieves bond stretching and increases bond turning. At $\zeta=1$ all four lengths are kept to first order.

\section{A four-orbital example by hand}

Put one $s$ orbital and one $p$ orbital pointing along $\hat n$ on each atom, all at energy $E_0$. Let the only hopping be from $s$ to $p$, with strength $V>0$ at length $d_0$, falling as $\ell^{-2}$, where $\ell$ is the length over $d_0$. The $p$ orbital presents its lobe to a bond in proportion to $c$, so a bond contributes $Vc\,\ell^{-2}$.

At $\mathbf k=(\pi/a)(1,1,1)$ the Bloch phase is $e^{3i\pi/4}$ for the axial bond and $e^{-i\pi/4}=-e^{3i\pi/4}$ for the other three. The common phase can be absorbed into the orbitals of atom 2, leaving
\begin{equation}
T=V\left[\ell_1^{-2}-3c\,\ell^{-2}\right].
\end{equation}
Without strain $T=V(1+1)=2V$. The orbitals $s_1,p_2$ are coupled by $T$; the orbitals $p_1,s_2$ are coupled by $-T$, since reversing a bond reverses the sign of $c$. Each pair has levels $E_0\pm T$, and the upper level moves as $T$ does.

First clamp the sublattices. Then $\ell_1=1+x$, $c=-(1+x)/(3\ell)$, and
\begin{equation}
\ell^2=\tfrac19(1+x)^2+\tfrac89\left(1-\tfrac x2\right)^2=1-\tfrac{2x}3+\tfrac{x^2}3 .
\end{equation}
Hence
\begin{align}
\frac TV&=(1+x)^{-2}+(1+x)\left(1-\tfrac{2x}3+\tfrac{x^2}3\right)^{-3/2}\notag\\
&=(1-2x+3x^2-4x^3)+(1+x)\left(1+x+\tfrac{x^2}3-\tfrac{5x^3}{27}\right)+\dots\notag\\
&=2+\tfrac{13}{3}x^2-\tfrac{104}{27}x^3+\dots
\label{eq:toy}
\end{align}
The linear term is zero: with this hopping law, stretching and turning cancel. A numerical derivative must recover that zero. To leading order in the step $h$, a one-sided difference gives $\tfrac{13}{3}hV$, whereas the central difference gives
\begin{equation}
\frac{T(h)-T(-h)}{2h}=-\tfrac{104}{27}h^2V .
\end{equation}
The even term has dropped out, and the error is of second order in $h$.

Now release the sublattices. The first-order changes of length and cosine give
\begin{align}
\frac{dT}{dx}&=V\left[-2(1-\zeta)+\tfrac43(1+2\zeta)+\tfrac23(1-\zeta)\right]\notag\\
&=4\zeta V .
\label{eq:toyslope}
\end{align}
The terms are, in order, the stretch of the axial bond, the turning of the others ($-3\,\delta c/x$), and their shortening. In this example the whole deformation potential is a sublattice effect. The cancellation at $\zeta=0$ belongs to the inverse-square law combined with the $s$--$p$ angular factor; it is not a property of germanium.

\section{The general method}

\subsection{From four orbitals to the full basis}

For germanium I use the Jancu $sp^3d^5s^*$ parameter set: ten orbitals per atom, nearest-neighbour two-centre hopping, an orthogonal basis and, at first, no spin-orbit coupling. Two assumptions describe the strained crystal. On-site energies stay fixed, and every hopping scales as $\ell^{-\eta}$ with $\eta=2$. The common exponent is a simplification: the published set has its own exponent for each channel.

The phases are computed with $\mathbf k$ following the lattice, so L remains L. Holding the Cartesian $\mathbf k$ instead would give the same first-order shift. Time reversal gives $E(\mathbf k)=E(-\mathbf k)$, and L and $-$L differ by a reciprocal lattice vector, so $E$ is even about L. This non-degenerate level is therefore stationary there.

Strain \eqref{eq:strain} preserves the threefold axis, so orbitals axial about $\hat n$ ($s$, $p$, $d$, $s^*$, one of each per atom) decouple from the rest. Let $V_{ab}(c)$ be the unstrained hopping from orbital $a$ on atom 1 to $b$ on atom 2. The phases act as before:
\begin{equation}
T_{ab}=V_{ab}(1)-3V_{ab}(-\tfrac13).
\end{equation}
The angular factors follow from resolving each axial orbital in the bond frame. The $\sigma$ amplitudes are $1$, $c$ and $(3c^2-1)/2$ for $s$, $p$ and $d$. The $\pi$ amplitudes are $\sqrt{1-c^2}$ for $p$ and $\sqrt3\,c\sqrt{1-c^2}$ for $d$, and the $\delta$ amplitude of $d$ is $\tfrac{\sqrt3}2(1-c^2)$. Each hopping is the product of two amplitudes and a bond parameter, summed over $\sigma,\pi,\delta$.

Inversion through the centre of the axial bond exchanges the atoms; about the other three bond centres the parity at this L point is reversed. With $P_a=-1$ for $p$ and $+1$ otherwise, $T_{ba}=P_aP_bT_{ab}$. The even combinations $(a_1+P_aa_2)/\sqrt2$ have
\begin{equation}
M_{ab}=E_a\delta_{ab}+\tfrac12(P_bT_{ab}+P_aT_{ba})=E_a\delta_{ab}+T_{ab}P_b ,
\label{eq:M}
\end{equation}
because $P_a^2=1$. The second eigenvalue of this $4\times4$ matrix agrees with the fifth level of the full $20\times20$ Hamiltonian. Four levels are filled by the eight valence electrons, so this is the conduction valley.

\subsection{The slope in two parts}

Differentiating $T_{ab}$ with the bond changes found above gives
\begin{align}
\frac{dT_{ab}}{dx}&=-\eta(1-\zeta)V_{ab}(1)-3V'_{ab}\frac{\delta c}{x}+3\eta V_{ab}(-\tfrac13)\frac{\delta\ell}{x}\notag\\
&=-\eta(1-\zeta)\left[V_{ab}(1)+V_{ab}(-\tfrac13)\right]+\tfrac43(1+2\zeta)V'_{ab}(-\tfrac13).
\label{eq:dT}
\end{align}
Let $v$ be the normalized real eigenvector. Since $v\cdot v=1$, changes of $v$ do not contribute at first order, and $dE/dx=\sum_{ab}v_av_b\,P_b\,dT_{ab}/dx$. Therefore
\begin{equation}
\Xi_u(\zeta)=A(1-\zeta)+B(1+2\zeta),
\label{eq:main}
\end{equation}
where
\begin{align}
A&=-\eta\sum_{ab}v_av_bP_b\left[V_{ab}(1)+V_{ab}(-\tfrac13)\right],\\
B&=\tfrac43\sum_{ab}v_av_bP_bV'_{ab}(-\tfrac13).
\end{align}
$A$ measures stretching and $B$ turning. The sublattice contribution is
\begin{equation}
\Xi_u(\zeta)-\Xi_u(0)=\zeta(2B-A).
\label{eq:sub}
\end{equation}

The same quantity follows without strain. Displace the sublattices by $\mathbf u=u\hat n$ and measure $dE/du$. Strain $x$ is accompanied by $u=-\zeta d_0x$, so the chain rule gives
\begin{equation}
\Xi_u(\zeta)-\Xi_u(0)=-\zeta d_0\frac{dE}{du}.
\label{eq:frozen}
\end{equation}
Thus the sublattice term also measures the valley's coupling to a long-wavelength optical displacement.

\subsection{The algorithm}

\begin{enumerate}
\item Build the full Hamiltonian from bonds \eqref{eq:u} at strain $+h$ and $-h$, with $\zeta=0$.
\item Take the fifth eigenvalue at L[111] and form the central difference. This is the clamped $\Xi_u$.
\item Repeat with the relaxed $\zeta$, holding all other settings fixed. The difference of the two slopes is the sublattice contribution.
\item Compare it with \eqref{eq:frozen}, which needs no strained cell.
\item Vary $h$. Truncation error falls as $h^2$, while rounding error grows roughly as $1/h$.
\end{enumerate}

\section{Finding the internal displacement}

The electronic model does not supply $\zeta$. I take it from the Keating energy per cell, with bond-stretching constant $\alpha$ and bond-bending constant $\beta$:
\begin{equation}
U=\frac{3}{8d_0^2}\Big[\alpha\sum_i(r_i^2-d_0^2)^2+2\beta\sum_{i<j}\left(\mathbf r_i\cdot\mathbf r_j+\tfrac{d_0^2}{3}\right)^2\Big].
\end{equation}
The factor 2 counts the angles at both atoms. Under strain \eqref{eq:strain} the squared lengths change by $2d_0^2x(1-\zeta)$ once and by $-\tfrac23d_0^2x(1-\zeta)$ three times. The scalar products change by $-\tfrac23d_0^2x(1+\zeta)$ for the three pairs that include the axial bond and by $+\tfrac23d_0^2x(1+\zeta)$ for the other three. Adding squares,
\begin{equation}
U=2d_0^2x^2\left[\alpha(1-\zeta)^2+\beta(1+\zeta)^2\right].
\end{equation}
Setting $\partial U/\partial\zeta=0$ gives $\alpha(1-\zeta)=\beta(1+\zeta)$, hence
\begin{equation}
\zeta=\frac{\alpha-\beta}{\alpha+\beta}.
\end{equation}

Two strains without internal displacement fix the constants. The cell volume is $a^3/4$, so an energy $d_0^2$ per cell corresponds to a density $3/(4a)$.
\begin{itemize}
\item For uniform expansion $e$, the squared lengths change by $2ed_0^2$ and the scalar products by $-\tfrac23ed_0^2$. The density is $\tfrac{3}{2a}(3\alpha+\beta)e^2$. Elasticity gives $\tfrac32(C_{11}+2C_{12})e^2$, so $C_{11}+2C_{12}=(3\alpha+\beta)/a$.
\item For diagonal strain $(-e/2,-e/2,e)$, lengths do not change at first order. A single component $\varepsilon_{mm}$ changes two scalar products by $+\tfrac23d_0^2\varepsilon_{mm}$ and the other four by $-\tfrac23d_0^2\varepsilon_{mm}$. For zero trace the net change of the two products belonging to axis $m$ is therefore $\tfrac43d_0^2\varepsilon_{mm}$. The density is $3\beta e^2/a$, against $\tfrac34(C_{11}-C_{12})e^2$, so $C_{11}-C_{12}=4\beta/a$.
\end{itemize}
With the model inputs $C_{11}=129$ and $C_{12}=48$ GPa, chosen near the constants of germanium, $\beta/a=81/4=20.25$ GPa and $\alpha/a=(225-20.25)/3=68.25$ GPa. Then $\zeta=48/88.5=0.542$. The same constants predict $C_{44}=62.5$ GPa, about 7\% below the rough input of 67 GPa that was not used to fix them.

\section{Germanium in numbers}

The conduction eigenvector, in the order $s,p,d,s^*$, is $(0.676,-0.616,0.338,-0.220)$. It gives $A=0.692$ eV and $B=3.439$ eV, so
\begin{align}
\Xi_u(0)&=0.692+3.439=4.13\ \mathrm{eV},\\
\Xi_u(0.542)&=0.692(0.458)+3.439(2.085)=7.49\ \mathrm{eV}.
\end{align}
The sublattice contribution is 3.36 eV, or 45\% of the model's relaxed value; this share is not that of real germanium, as the last section explains. Relief of stretching changes $\Xi_u$ by $-\zeta A=-0.38$ eV, and extra turning by $2\zeta B=+3.73$ eV. In the rigid-bond limit $\zeta=1$, stretching disappears and $\Xi_u=3B=10.3$ eV.

The frozen displacement gives $dE/du=-25.24$ eV/nm. With $d_0=0.2451$ nm, \eqref{eq:frozen} yields $0.5423\times0.2451\times25.24=3.36$ eV, in agreement with the subtraction.

The hand example survives inside this result. The matrix element $M_{sp}=-5.597$ eV equals $-2V_{sp}$, so $V_{sp}=2.799$ eV. By \eqref{eq:toyslope}, the $s$--$p$ channel contributes $-2v_sv_p(4\zeta V_{sp})=5.06$ eV, all of it from the sublattices. The $s^*$--$p$ channel has the same geometry. With $M_{s^*p}=-5.635$ eV and a positive product $v_{s^*}v_p$, it contributes $-1.66$ eV. Together they give 3.40 eV; the remaining channels nearly cancel in the sublattice term, but only in sum. Several are individually above 1 eV in size, for example $-1.5$ eV from $s$--$s$ and $+1.2$ eV from $s$--$s^*$.

Halving the strain step from $8\times10^{-3}$ to $4\times10^{-3}$ reduces the error, relative to \eqref{eq:main}, from $5.6\times10^{-4}$ to $1.4\times10^{-4}$ eV: the expected factor of four. At $10^{-4}$ it is $9\times10^{-8}$ eV. At $10^{-12}$ it has risen to $2\times10^{-3}$ eV through rounding.

\subsection{One gigapascal of compression}

A stress $X$ along [111] has all components $\sigma_{ij}=X/3$, so $\varepsilon_{xy}=X/(6C_{44})$ and $x=X/(3C_{44})$. The [111] valley moves relative to the others by
\begin{equation}
\Delta=\left(1+\tfrac13\right)x\,\Xi_u=\frac{4X\Xi_u}{9C_{44}} .
\end{equation}
For $X=-1$ GPa, $x=-0.50\%$ and $\Delta=-49.7$ meV. Full diagonalization, including the volume change, gives $-49.1$ meV, so the nonlinearity of the electronic levels, at fixed $\zeta$ and linear elasticity, is about 1\% here. Clamped sublattices would give $-27.4$ meV.

At 300 K, $k_BT=25.9$ meV. For equal valley densities of states and Boltzmann statistics, the lowered valley holds a fraction $1/(1+3e^{\Delta/k_BT})$ of the L electrons. This is 69\% with relaxation and 49\% without, compared with 25\% in the unstrained crystal.

The model's longitudinal and transverse masses, 1.36 and 0.083 electron masses, give $2.4\times10^{18}$ cm$^{-3}$ effective states per valley. At $10^{16}$ cm$^{-3}$ electrons the [111] filling ratio is 0.003, so Boltzmann statistics are adequate. The unstrained $\Gamma$ and $\Delta$-line minima lie 0.15 and 0.25 eV above L, several $k_BT$ away, and are left out of the populations.

\section{What the model leaves out}

The measured $\Xi_u$ of germanium is roughly 16 eV, about twice the model value. The 7.49 eV should therefore not be used to design a strained device. At the same stress, 16 eV would give a splitting of about $-106$ meV and place about 95\% of the L electrons in the lowered valley, instead of 69\%. By contrast, the L gap with spin-orbit coupling, 0.74 eV, is near the real low-temperature gap. A good unstrained gap does not guarantee a good strain response.

Several omissions can be sized:
\begin{itemize}
\item Spin-orbit coupling changes $\Xi_u$ by 0.005 eV.
\item Raising $\zeta$ by 0.05 adds 0.31 eV.
\item Raising each hopping exponent by one, separately, and combining the changes as a root sum of squares gives 1.6 eV for $\Xi_u$ and 1.8 eV for the sublattice part. This is a sensitivity, not an error bound. At $\zeta=1$ the exponents drop out of the total, by \eqref{eq:dT}, but still affect its division.
\end{itemize}

Fixed on-site energies are another suspect. A neighbour's potential can mix $s$ and $p$ on the same atom in proportion to the bond cosine. In the perfect tetrahedron the cosines sum to zero; under strain the sum changes by $3\,\delta c=-\tfrac43(1+2\zeta)x$. Both atoms contribute equally, since the bonds and the $p$ amplitude both reverse. For an amplitude $\mu$ that does not change with bond length,
\begin{equation}
\delta\Xi_u=-\tfrac83(1+2\zeta)v_sv_p\,\mu ,
\end{equation}
or 2.32 eV per eV of $\mu$. A similar $p$--$p$ field, proportional to $c^2-\tfrac13$, gives $\tfrac89(1+2\zeta)v_p^2$, or 0.70 eV per eV. The $s$--$p$ field alone would need $\mu=3.7$ eV to reach 16 eV. That measures the gap; it does not identify its cause.

The missing physics may also alter the split. If the whole deficit of 8.5 eV came from on-site terms proportional to $1+2\zeta$, a fraction $2\zeta/(1+2\zeta)=52\%$ of it would belong to the sublattices. Their contribution would rise to about 7.8 eV, or 49\% of 16 eV, which by \eqref{eq:frozen} means $dE/du\approx-59$ eV/nm. This estimate requires on-site terms that do not change with bond length. If the $s$--$p$ field instead fell as $\ell^{-2}$, its contribution would be proportional to $(1+2\zeta)+2(1-\zeta)=3$, and none of it would belong to the sublattices. Density-functional (LDA) values, outside inputs like the 16 eV, favour the second picture. They give $dE/du\approx-27$ eV/nm, close to the model's $-25$, and a clamped $\Xi_u$ of about 12 eV against the model's 4.1. At $\zeta=0.54$ the sublattice term is then about 3.6 eV, between a fifth and a quarter of the total. The model thus has the sublattice term about right and lacks most of the clamped term, so its 45\% overstates the share in real germanium. The program lists the tight-binding parameters; its output gives the other main inputs and the results.

\section*{Computed results}
\begin{verbatim}
Lattice constant, rough: 0.566 nm
Bond length: 0.2451 nm
C11, C12, C44, rough: 129, 48, 67 GPa
Hopping exponent, all channels: 2.0
L gap without spin-orbit: 0.845 eV
L gap with spin-orbit: 0.744 eV
Reduced L matrix, order s p d s* (eV):
    -0.2961   -5.5972   -5.6056    3.8412
    -5.5972   -2.5827    1.4495   -5.6354
    -5.6056    1.4495   13.7783   -1.2418
     3.8412   -5.6354   -1.2418   26.3783
State amplitudes s p d s*: 0.6762 -0.6162 0.3384 -0.2204
Weights s p d s*: 0.4572 0.3797 0.1145 0.0486
Stretching coefficient A: 0.6918 eV
Turning coefficient B: 3.4394 eV
Keating alpha/a, beta/a: 68.25, 20.25 GPa
Kleinman zeta: 0.5423
C44 predicted by Keating model: 62.5 GPa
Xi_u clamped (zeta=0): 4.1312 eV
Xi_u relaxed: 7.4865 eV
Xi_u rigid bonds (zeta=1): 10.3181 eV
Sublattice contribution: 3.3554 eV
Sublattice share of relaxed Xi_u: 44.8 %
Frozen displacement slope dE/du: -25.24 eV/nm
Sublattice term from that slope: 3.3554 eV
Difference error at step 8e-03: 5.63e-04 eV
Difference error at step 4e-03: 1.41e-04 eV
Difference error at step 1e-04: 8.81e-08 eV
Difference error at step 1e-12: 2.27e-03 eV
Xi_u relaxed with spin-orbit: 7.4814 eV
Xi_u change for zeta +0.05: 0.309 eV
Xi_u rms sum, each exponent +1: 1.554 eV
Sublattice rms sum, each exponent +1: 1.842 eV
Largest exponent effect: pp_sigma, 0.821 eV
Xi_u per 1 eV on-site p-p field: 0.704 eV
Xi_u per 1 eV on-site s-p field: 2.316 eV
Measured Xi_u, rough size: 16 eV
s-p field needed to reach it alone: 3.68 eV
Stress along [111]: -1.0 GPa
Strain x at this stress: -0.498 %
Splitting [111] minus others, clamped: -27.40 meV
Splitting, relaxed, linear: -49.66 meV
Splitting, relaxed, full: -49.13 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Electron share in [111], clamped: 49.0 %
Electron share in [111], relaxed: 69.0 %
Model L masses, long. and transv.: 1.361, 0.0829 m_e
Effective density per valley: 2.43e+18 cm^-3
Electron density: 1.0e+16 cm^-3
Filling n/N in [111] valley: 0.0028
Gamma minimum above L, unstrained: 0.152 eV
Delta minimum above L, unstrained: 0.249 eV
\end{verbatim}
